# GMRES residual norms as products of Givens sines, part 2

We solve $A x = b$ for a complex $N \times N$ matrix $A$, starting from $x_0$, with $r_0 = b - A x_0$ and $\beta = \| r_0 \| > 0$. The GMRES iterate $x_m$ minimises the Euclidean norm of $r_m = b - A x_m$ over $x_0 + K_m$, where $K_m$ is spanned by $r_0, A r_0, \ldots, A^{m-1} r_0$.

The Arnoldi process starts with $v_1 = r_0 / \beta$. It subtracts from $A v_j$ its components $h_{ij} = v_i^\dagger A v_j$ along $v_i$, $i \le j$. The remainder has norm $h_{j+1,j}$ and, normalised, is $v_{j+1}$; if it vanishes, the process stops. The orthonormal $v_j$ are the columns of $V_m$, and

$$
A V_m = V_{m+1} \bar H_m .
$$

$H_m$ is the first $m$ rows of $\bar H_m$. For $x = x_0 + V_m y$ the residual is $V_{m+1} ( \beta e_1 - \bar H_m y )$.

Rotation $j$ mixes rows $j$ and $j+1$ to remove $h_{j+1,j}$. With $a_j$ the diagonal element of column $j$ after the first $j-1$ rotations,

$$
\rho_j = \sqrt{|a_j|^2 + h_{j+1,j}^2}, \qquad
c_j = \frac{a_j}{\rho_j}, \qquad
s_j = \frac{h_{j+1,j}}{\rho_j} .
$$

The rotations turn $\bar H_m$ into an upper triangular $R_m$ above a zero row, and $\beta e_1$ into $g$ above $\tau_{m+1}$, where $\tau_1 = \beta$ and $\tau_{j+1} = - s_j \tau_j$. GMRES solves $R_m y = g$.

**Theorem.** Suppose that $h_{j+1,j} > 0$ for every $j < m$, and that $\rho_m > 0$. Then the GMRES iterate $x_m$ is unique and

$$
\| r_m \| = \beta \, s_1 s_2 \cdots s_m .
$$

The Galerkin method (FOM) instead requires its residual $r_m^G$ to be orthogonal to $K_m$, so $H_m y^G = \beta e_1$.

The example is a six-site chain with

$$
H = -t \sum_{j=1}^{5} \left( e_j e_{j+1}^\dagger + e_{j+1} e_j^\dagger \right) - i \gamma \, e_5 e_5^\dagger ,
$$

where $e_j$ is the unit vector of site $j$, $t = 1$ eV and $\gamma = 0.5$ eV. Here $A = E - H$, $b = e_3$, $x_0 = 0$ and $\beta = 1$.

**Corollary 1.** Let $h_{j+1,j} > 0$ for $j < m$ and $\rho_m > 0$. The Galerkin solution exists and is unique if and only if $c_m \ne 0$. In that case

$$
\| r_m^G \| = \frac{\| r_m \|}{|c_m|} .
$$

*Proof.* Apply the first $m-1$ rotations to the square system. They act within its $m$ rows. The matrix becomes upper triangular with diagonal $\rho_1, \ldots, \rho_{m-1}, a_m$, and the last entry of the right-hand side becomes $\tau_m$. The first $m-1$ diagonal elements are positive. Hence $H_m$ is invertible if and only if $a_m \ne 0$, which means $c_m \ne 0$. If $a_m = 0$, the last equation reads $0 = \tau_m$. This is impossible, because $|\tau_m| = \beta s_1 \cdots s_{m-1}$ is positive.

For $a_m \ne 0$, the last equation gives $y_m^G = \tau_m / a_m$. The first $m$ components of the small residual vanish, and the last one is $-h_{m+1,m} y_m^G$. Therefore

$$
\| r_m^G \| = h_{m+1,m} \frac{|\tau_m|}{|a_m|}
= \frac{s_m |\tau_m|}{|c_m|} = \frac{\| r_m \|}{|c_m|} . \qquad \square
$$

For the chain at $E = 0.5$ eV the results are as follows.

| $m$ | $s_m$ | $\| r_m \|$ | $\| r_m^G \|$ |
|---|---|---|---|
| 1 | 0.9428 | 0.9428 | 2.8284 |
| 2 | 0.6508 | 0.6136 | 0.8081 |
| 3 | 0.7677 | 0.4710 | 0.7351 |
| 4 | 0.9859 | 0.4644 | 2.7708 |
| 5 | 0.8703 | 0.4042 | 0.8207 |
| 6 | 0 | 0 | 0 |

The first row is easily followed. The Galerkin condition $\tfrac12 y = 1$ gives $y = 2$ in 1/eV, and the residual has components $-2$ on sites 2 and 4. Its norm is $2\sqrt2$, larger than the initial norm 1. GMRES chooses a smaller coefficient and cannot do worse than the starting guess.

Row 4 shows the same connection at a later step. There $a_4 = 0.0401 - 0.1141i$ eV, while the subdiagonal element is 0.7115 eV. The modulus of the cosine is about 0.168. GMRES therefore gains little, from 0.4710 to 0.4644, and the Galerkin residual is larger by the factor $1/0.168$. A nearly useless GMRES step and a large Galerkin residual have a common cause, a diagonal element $a_m$ that is small compared with $h_{m+1,m}$.

### Stagnation

If $h_{m+1,m} > 0$, the equality $s_m = 1$ holds if and only if $a_m = 0$. The residual then does not change in step $m$, and by the proof above $H_m$ is singular. The matrix $A$ may nevertheless be invertible.

The chain provides an example at $E = 0$. There $A e_3 = e_2 + e_4$ in eV, which is orthogonal to the source $e_3$. Adding any multiple of this vector can only lengthen the residual, so the best coefficient is zero. In the rotation, $a_1 = 0$, $c_1 = 0$ and $s_1 = 1$.

The second step does make progress. Column 2 starts with the elements $\sqrt2$, 0 and 1. The first rotation turns the upper two into $R_{12} = 0$ and $a_2 = -\sqrt2$, so that

$$
\rho_2 = \sqrt{2 + 1} = \sqrt3 , \qquad s_2 = \frac{1}{\sqrt3} = 0.5774 .
$$

The residual norm is now 0.5774. A stagnating step is therefore no reason by itself to end the iteration. The fifth step at this energy is again almost useless, with $s_5 = 0.999974$, and the sixth gives the solution.

Stagnation can last much longer. Let $A e_j = e_{j+1}$ for $j < N$ and $A e_N = e_1$, with $b = e_1$ and $x_0 = 0$. For $m < N$, the space $A K_m$ is spanned by $e_2, \ldots, e_{m+1}$. All these vectors are orthogonal to $b$, so the residual norm remains 1 through step $N-1$. At step $N$ the vector $e_N$ becomes available, and it is the solution. This $A$ is unitary. The product formula gives the residual at each step, but it does not promise a rate of decrease.

### Breakdown

**Corollary 2.** Let $A$ be invertible, and let $h_{m+1,m} = 0$ be the first subdiagonal element that vanishes. Then $\rho_m > 0$, $s_m = 0$, and $x_m$ solves $A x = b$.

*Proof.* The Arnoldi relation is now $A V_m = V_m H_m$. If $H_m z = 0$, then $A V_m z = 0$. Since $A$ is invertible, $V_m z = 0$, and since the columns of $V_m$ are independent, $z = 0$. Hence $H_m$ is invertible. Its determinant has the modulus $\rho_1 \cdots \rho_{m-1} |a_m|$, so $a_m \ne 0$ and $\rho_m = |a_m| > 0$. The sine is zero because its numerator is zero, and the theorem gives $\| r_m \| = 0$. $\square$

At most $N$ orthonormal vectors exist in a space of dimension $N$. The process must therefore stop by step $N$, and for invertible $A$ it stops at the solution. Conversely, the product of sines cannot vanish before a subdiagonal element does.

Symmetry can make this happen early. Take a chain of five sites without absorption, with the source on the middle site, hopping 1 eV and $E = 0.5$ eV. The vectors $e_3$, $e_2 + e_4$ and $e_1 + e_5$ span a space that $A$ maps into itself. GMRES reaches the solution in three steps, although there are five unknowns. An absorber of 0.5 eV on site 5 of this chain breaks the symmetry, and all five steps are then needed. The six-site chain has no middle site, and with the source on site 3 it needs all six steps, with or without the absorber.

For singular $A$, both $a_m$ and $h_{m+1,m}$ may vanish, and the rotation is undefined. After the first $m-1$ rotations, the last row of the square matrix is then zero, while the right-hand side still has the entry $\tau_m \ne 0$ in that row. No choice of $y$ can remove it. The other $m-1$ equations can be satisfied, so the smallest residual norm remains $|\tau_m| = \| r_{m-1} \|$. The Krylov space no longer grows, and the method ends without a solution.

This can happen even if a solution exists. For

$$
A = \begin{pmatrix} 0 & 1 \\ 0 & 0 \end{pmatrix} , \qquad
b = \begin{pmatrix} 1 \\ 0 \end{pmatrix} , \qquad x_0 = 0 ,
$$

the vector $(0, 1)^T$ solves the system. But $A b = 0$, so the Krylov space contains only multiples of $b$, and the residual norm stays at 1.

### One Arnoldi run for many energies

A Green function wanted at many energies requires one linear system for each energy. Let $A(E) = A(0) + E$, where $E$ multiplies the unit matrix, and suppose that the initial residual is the same at every energy. This is the case for $x_0 = 0$ and fixed $b$.

**Corollary 3.** The Arnoldi vectors do not depend on $E$, and

$$
\bar H_m(E) = \bar H_m(0) + E \, \bar I_m ,
$$

where $\bar I_m$ is the $m \times m$ unit matrix with a zero row added below.

*Proof.* The first vector $r_0/\beta$ is common to all energies. Suppose that this is also true of $v_1, \ldots, v_j$. For $i \le j$,

$$
v_i^\dagger [ A(0) + E ] v_j = h_{ij}(0) + E \, \delta_{ij} .
$$

The remainder after orthogonalisation is

$$
[ A(0) + E ] v_j - \sum_{i=1}^{j} [ h_{ij}(0) + E \delta_{ij} ] v_i
= A(0) v_j - \sum_{i=1}^{j} h_{ij}(0) v_i ,
$$

because the two terms $E v_j$ cancel. Its norm and direction are independent of $E$, and so are $h_{j+1,j}$ and $v_{j+1}$. $\square$

The expensive products with $A$ are shared. The rotations have to be repeated, since the diagonal elements change. For the chain,

$$
s_1(E) = \frac{\sqrt2 \, t}{\sqrt{E^2 + 2 t^2}}
$$

for real $E$. This gives 1 at $E = 0$ and 0.9428 at $E = 0.5$ eV, from the same vectors.

When $|E|$ is large compared with $\| H \|$, convergence is fast. Take $x_0 = 0$, so that $r_0 = b$. Powers of $E - H$ up to order $m-1$ are combinations of powers of $H$ up to the same order and conversely, so $K_m$ is also spanned by $b, H b, \ldots, H^{m-1} b$. The trial vector $\sum_{k=0}^{m-1} H^k b / E^{k+1}$ lies in $K_m$, and its residual follows from a telescoping sum:

$$
b - (E - H) \sum_{k=0}^{m-1} \frac{H^k b}{E^{k+1}}
= b - \sum_{k=0}^{m-1} \frac{H^k b}{E^k} + \sum_{k=1}^{m} \frac{H^k b}{E^k}
= \frac{H^m b}{E^m} .
$$

GMRES can do no worse, so $\| r_m \| \le ( \| H \| / |E| )^m \| b \|$, with the operator norm of $H$. The bound is useful for $|E| > \| H \|$. It says nothing about rapid convergence inside the band.

Restarting the iteration from $x_m$ generally ends the sharing. After one step the residual is $e_3$ at $E = 0$. At $E = 0.5$ eV the coefficient is $g_1/\rho_1 = 2/9$ in 1/eV, and the residual has components $-2/9$, $8/9$ and $-2/9$ on sites 2, 3 and 4. The two vectors are not parallel, and their Krylov spaces differ at every dimension below six. At a single energy the theorem applies to each new cycle, with $\beta$ replaced by the norm at its start.

### What absorption changes

If $H$ is Hermitian, then $V_m^\dagger H V_m$ is Hermitian. Being also of Hessenberg form, it is tridiagonal. A shift affects only its diagonal, so $H_m(E)$ is tridiagonal too, even for complex $E$. Each new vector then needs only the two preceding ones. The absorber removes this simplification. In the example, $h_{35} = 0.4165i$ eV, so $A v_5$ has a component along $v_3$, and the recurrence with only the two preceding vectors no longer holds.

The absorber first enters the small matrix in column 3, where $h_{33} = 0.5 + 0.25i$ eV. The first two columns are real, and so are the first two iterates. They contain no information about absorption.

The solution gives the diagonal Green function element

$$
G_{33} = x_3 = 2.660 - 1.485i \ \text{eV}^{-1} .
$$

The local density of states associated with it is $-\mathrm{Im}\, G_{33}/\pi = 0.4725$ eV$^{-1}$. Its sign can be understood from the equation itself. Multiplying $A x = e_3$ by $x^\dagger$ gives $x^\dagger A x = x_3^*$. The Hermitian part of $A$ contributes a real number, while the absorber contributes $i \gamma |x_5|^2$. Comparing imaginary parts,

$$
- \mathrm{Im}\, G_{33} = \gamma |x_5|^2 .
$$

The density is positive because amplitude from the source reaches the absorbing site. The second iterate has $x_5 = 0$ and gives no density at all. Its value on site 3 is $-0.0706$ eV$^{-1}$, far from the solution, although the residual norm has fallen to 0.6136.

A residual is thus not an error in the solution. For invertible $A$ and exact solution $x$, we have $A(x - x_m) = r_m$, and hence

$$
\| x - x_m \| \le \| A^{-1} \| \, \| r_m \| .
$$

A small residual guarantees a small error only if $\| A^{-1} \|$ is not too large. When absorption is weak and $E$ lies close to an eigenvalue of $H$, this factor is large: an eigenvalue $\varepsilon$ of $H$ gives $\| A^{-1} \| \ge 1/|E - \varepsilon|$.

### Rounding and use in practice

The equality between the small and the full residual norm relies on orthonormal Arnoldi vectors. If rounding spoils their orthogonality, $\| V_{m+1} u \|$ and $\| u \|$ need no longer be equal, and the product of sines may differ from the true norm. Rounding in the Arnoldi relation and in forming $x_m$ adds further differences. The product is suited to deciding when to stop. One explicit evaluation of $b - A x_m$ at the end then checks the result.

In the numerical check, the two norms agree for the chain at both energies. They also agree for a random complex matrix of size 30 with a nonzero starting guess, where eight steps reduce the norm from 14.36 to 0.1518. A separate minimisation over the vectors $r_0, A r_0, \ldots$, without Arnoldi vectors or rotations, gives the same values to within $10^{-8}$ of the initial residual norm.

## Computed results

```
chain: 6 sites, source on site 3, x0 = 0
hopping = 1.0 eV, gamma on site 5 = 0.5 eV
E = 0.5 eV: Hessenberg rows 1-4, columns 1-3 (eV)
  0.5000+0.0000i  1.4142+0.0000i  0.0000+0.0000i
  1.4142+0.0000i  0.5000+0.0000i  1.0000+0.0000i
  0.0000+0.0000i  1.0000+0.0000i  0.5000+0.2500i
  0.0000+0.0000i  0.0000+0.0000i  0.7500+0.0000i
element h_3,5 = 0.0000+0.4165i eV
m, a_m (eV), h_m+1,m (eV), rho_m (eV), c_m
1 0.5000+0.0000i 1.4142 1.5000 0.3333+0.0000i
2 -1.1667+0.0000i 1.0000 1.5366 -0.7593+0.0000i
3 -0.5966-0.1898i 0.7500 0.9769 -0.6106-0.1943i
4 0.0401-0.1141i 0.7115 0.7217 0.0556-0.1581i
5 0.5671-0.1459i 1.0348 1.1890 0.4769-0.1227i
6 0.1051+0.0404i 0.0000 0.1126 0.9333+0.3590i
m, s_m, sine product, explicit residual, Galerkin residual
1 0.942809 0.942809 0.942809 2.828427
2 0.650791 0.613572 0.613572 0.808122
3 0.767703 0.471041 0.471041 0.735077
4 0.985856 0.464379 0.464379 2.770831
5 0.870327 0.404162 0.404162 0.820677
6 0.000000 0.000000 0.000000 0.000000
R_12 = 0.9428+0.0000i eV
m=2 rotated right side g_1, g_2, g_3 (pure numbers):
  0.3333+0.0000i  0.7158+0.0000i  0.6136+0.0000i
m=2 coefficients y (1/eV): -0.0706+0.0000i  0.4659+0.0000i
m=2 solution x, sites 1-6 (1/eV):
  0.0000+0.0000i  0.3294+0.0000i  -0.0706+0.0000i
  0.3294+0.0000i  0.0000+0.0000i  0.0000+0.0000i
final G_33 = 2.659794-1.484536i 1/eV
local density of states on site 3 = 0.472543 1/eV
E = 0 eV, same Arnoldi run: m, s_m, sine product, explicit residual
1 1.000000 1.000000 1.000000
2 0.577350 0.577350 0.577350
3 0.964901 0.557086 0.557086
4 0.836063 0.465759 0.465759
5 0.999974 0.465746 0.465746
6 0.000000 0.000000 0.000000
random matrix: size 30, steps 8
  initial residual = 14.361591
  final sine product times it = 0.151757
  final explicit residual = 0.151757
symmetric 5-site chain: exact after 3 steps
singular 2x2 system: residual stays at 1.0000
```
